# When the One-Dimensional Hubbard Chain Has No FCIQMC Sign Problem: test program

```python
"""
Result under test: the nearest-neighbour Hubbard chain
    H = -t sum (c+_{i+1,s} c_{i,s} + h.c.) + U sum n_up n_dn
is sign-problem free in the site basis when open. A periodic ring of L >= 3
sites is so exactly when each spin number N is 0, L, or satisfies
sgn(t)^L * (-1)^(N-1) = +1.

Symbols: L sites; n_up, n_dn electrons of each spin; t hopping; U repulsion;
E0 lowest eigenvalue of H; Ep lowest eigenvalue of the companion matrix whose
off-diagonal elements are -|H_ij|; gap = E0 - Ep.
Sign-problem free: signs s_i = +-1 exist with s_i H_ij s_j <= 0 for i != j.
Energies are in eV, imaginary time in 1/eV (hbar = 1).
"""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def move_electron(det, target, source):
    """Apply a+_target a_source to a bit string with fermionic phases."""
    if not (det >> source) & 1:
        return None
    crossings = (det & ((1 << source) - 1)).bit_count()
    det ^= 1 << source
    if (det >> target) & 1:
        return None
    crossings += (det & ((1 << target) - 1)).bit_count()
    return det | (1 << target), (-1) ** crossings


def build(L, n_up, n_dn, bonds, U, site_energy=None, interleaved=False):
    """Return the determinants and the full Hamiltonian matrix."""
    def orbital(site, spin):
        return 2 * site + spin if interleaved else spin * L + site

    eps = np.zeros(L) if site_energy is None else site_energy
    dets, diagonal = [], []
    for ups in combinations(range(L), n_up):
        for downs in combinations(range(L), n_dn):
            dets.append(sum(1 << orbital(i, 0) for i in ups)
                        + sum(1 << orbital(i, 1) for i in downs))
            diagonal.append(U * len(set(ups) & set(downs))
                            + sum(eps[i] for i in ups + downs))
    index = {det: k for k, det in enumerate(dets)}
    H = np.diag(np.array(diagonal, dtype=float))
    for col, det in enumerate(dets):
        for i, j, amplitude in bonds:
            for spin in (0, 1):
                p, q = orbital(i, spin), orbital(j, spin)
                for target, source in ((p, q), (q, p)):
                    moved = move_electron(det, target, source)
                    if moved is not None:
                        H[index[moved[0]], col] -= amplitude * moved[1]
    assert np.allclose(H, H.T)
    return dets, H


def open_bonds(L, t):
    return [(i, i + 1, t) for i in range(L - 1)]


def ring_bonds(L, t, closure=1):
    return open_bonds(L, t) + [(L - 1, 0, closure * t)]


def off_diagonal(H):
    return H - np.diag(np.diag(H))


def companion(H):
    return np.diag(np.diag(H)) - np.abs(off_diagonal(H))


def find_signs(H):
    """Fix signs along a spanning tree, then test every matrix element."""
    off = off_diagonal(H)
    signs = np.zeros(len(H))
    signs[0] = 1
    stack = [0]
    while stack:
        i = stack.pop()
        for j in np.flatnonzero(np.abs(off[i]) > 1e-12):
            if signs[j] == 0:
                signs[j] = -signs[i] * np.sign(off[i, j])
                stack.append(j)
    connected = bool(np.all(signs != 0))
    works = bool((signs[:, None] * off * signs).max() <= 1e-12)
    return connected, works, signs


def lowest_pair(H):
    return np.linalg.eigvalsh(H)[0], np.linalg.eigvalsh(companion(H))[0]


# Open chains: every sector, both hopping signs, uneven bonds and site energies
rng = np.random.default_rng(7)
open_sectors = 0
for L in range(2, 6):
    for n_up in range(L + 1):
        for n_dn in range(L + 1):
            for hopping_sign in (1, -1):
                for U_test in (4.0, -4.0):
                    bonds = [(i, i + 1, hopping_sign * rng.uniform(0.5, 1.5))
                             for i in range(L - 1)]
                    eps = rng.uniform(-1, 1, L)
                    _, H = build(L, n_up, n_dn, bonds, U_test, eps)
                    connected, works, signs = find_signs(H)
                    assert connected and works
                    if hopping_sign > 0:
                        assert off_diagonal(H).max() <= 1e-12
                    ground = np.linalg.eigh(H)[1][:, 0] * signs
                    ground *= np.sign(ground.sum())
                    assert ground.min() > 1e-10
                    open_sectors += 1

# Rings: search for signs and compare energies in every sector
t, U = 1.0, 4.0
ring_sectors = 0
smallest_gap = np.inf
allowed = {}
for L in range(3, 7):
    for hopping in (t, -t):
        allowed[L, hopping] = []
        for n_up in range(L + 1):
            for n_dn in range(L + 1):
                _, H = build(L, n_up, n_dn, ring_bonds(L, hopping), U)
                connected, works, _ = find_signs(H)
                predicted = all(
                    n in (0, L) or np.sign(hopping) ** L * (-1) ** (n - 1) > 0
                    for n in (n_up, n_dn))
                assert connected and works == predicted
                E0, Ep = lowest_pair(H)
                if works:
                    assert abs(E0 - Ep) < 1e-9
                else:
                    assert E0 - Ep > 1e-6
                    smallest_gap = min(smallest_gap, E0 - Ep)
                if n_dn == 0 and works:
                    allowed[L, hopping].append(n_up)
                ring_sectors += 1

# Explicit closed walk: shift the block by one site, then carry its front round
for L in range(3, 8):
    for N in range(1, L):
        for hopping in (t, -t):
            dets, H = build(L, N, 0, ring_bonds(L, hopping), U)
            index = {det: k for k, det in enumerate(dets)}
            start = det = (1 << N) - 1
            hops = [(i, i + 1) for i in range(N - 1, -1, -1)]
            hops += [(i, (i + 1) % L) for i in range(N, L)]
            product = 1.0
            for source, target in hops:
                new = det ^ (1 << source) ^ (1 << target)
                product *= -H[index[new], index[det]] / abs(hopping)
                det = new
            assert det == start and len(hops) == L
            assert np.isclose(product, np.sign(hopping) ** L * (-1) ** (N - 1))


# Gap without interaction: many-electron diagonalization against closed form
def free_gap(L, numbers):
    return sum(2 * t * np.sin(np.pi * n / L) * np.tan(np.pi / (2 * L))
               for n in numbers if n % 2 == 0)


for L in range(3, 6):
    for n_up in range(1, L):
        for n_dn in range(1, L):
            _, H = build(L, n_up, n_dn, ring_bonds(L, t), 0.0)
            E0, Ep = lowest_pair(H)
            assert abs(E0 - Ep - free_gap(L, (n_up, n_dn))) < 1e-9


def orbital_energy_sum(L, N, closure):
    h = np.zeros((L, L))
    for i, j, amplitude in ring_bonds(L, t, closure):
        h[i, j] = h[j, i] = -amplitude
    return np.linalg.eigvalsh(h)[:N].sum()


large_gaps = {}
for L in (40, 80):
    N = L // 2
    large_gaps[L] = 2 * (orbital_energy_sum(L, N, 1)
                         - orbital_energy_sum(L, N, -1))
    assert abs(large_gaps[L] - free_gap(L, (N, N))) < 1e-9

# Antiperiodic closure is the companion matrix for even spin numbers
for L in (4, 6):
    _, H_periodic = build(L, 2, 2, ring_bonds(L, t), U)
    _, H_anti = build(L, 2, 2, ring_bonds(L, t, -1), U)
    assert np.allclose(H_anti, companion(H_periodic))

# Second-neighbour hopping on an open chain
t2 = 0.3
longer_bonds = open_bonds(4, t) + [(i, i + 2, t2) for i in range(2)]
_, H_two_two = build(4, 2, 2, longer_bonds, U)
_, H_one_one = build(4, 1, 1, longer_bonds, U)
assert not find_signs(H_two_two)[1] and find_signs(H_one_one)[1]
second_neighbour_gap = np.subtract(*lowest_pair(H_two_two))
assert second_neighbour_gap > 1e-6

# Orbital order changes raw signs but not the existence of a gauge
_, H_blocked = build(6, 3, 3, open_bonds(6, t), U)
_, H_mixed = build(6, 3, 3, open_bonds(6, t), U, interleaved=True)
positive_blocked = int((np.triu(H_blocked, 1) > 1e-12).sum())
positive_mixed = int((np.triu(H_mixed, 1) > 1e-12).sum())
assert positive_blocked == 0 and positive_mixed > 0
assert find_signs(H_mixed)[1]
assert np.allclose(np.linalg.eigvalsh(H_blocked), np.linalg.eigvalsh(H_mixed))

# Mean walker populations on the half-filled four-site ring, no annihilation
_, H = build(4, 2, 2, ring_bonds(4, t), U)
E0, Ep = lowest_pair(H)
ring4_gap = E0 - Ep
ground = np.linalg.eigh(H)[1][:, 0]
plus, minus = np.maximum(ground, 0), np.maximum(-ground, 0)
step, tau_a, tau_b = 0.002, 10.0, 14.0
spawn = -step * off_diagonal(H)
same_sign = np.maximum(spawn, 0) + np.diag(1 - step * (np.diag(H) - E0))
flip_sign = np.maximum(-spawn, 0)
assert same_sign.min() >= 0
fractions = {}
for k in range(1, round(tau_b / step) + 1):
    plus, minus = (same_sign @ plus + flip_sign @ minus,
                   same_sign @ minus + flip_sign @ plus)
    if k in (round(tau_a / step), round(tau_b / step)):
        fractions[k] = np.abs(plus - minus).sum() / (plus + minus).sum()
fraction_a, fraction_b = fractions.values()
measured_rate = np.log(fraction_a / fraction_b) / (tau_b - tau_a)
assert abs(measured_rate / ring4_gap - 1) < 5e-3

# Printed numbers
print(f"hopping t = {t:.1f} eV, repulsion U = {U:.1f} eV")
print(f"open-chain cases tested: {open_sectors}")
print(f"ring sectors tested: {ring_sectors}")
print(f"smallest gap of a frustrated ring sector: {smallest_gap:.5f} eV")
print("allowed N of one spin, other spin absent:")
for L in (5, 6):
    for hopping in (t, -t):
        print(f"  ring L={L}, t={hopping:+.0f} eV: {allowed[L, hopping]}")

_, H3 = build(3, 2, 0, ring_bonds(3, t), U)
E3, Ep3 = lowest_pair(H3)
print("three-site ring, two up electrons, basis {0,1},{0,2},{1,2}:")
for row in H3:
    print("  H row (eV): " + " ".join(f"{x + 0.0:+.1f}" for x in row))
print(f"  E0 = {E3:.4f} eV, Ep = {Ep3:.4f} eV, gap = {E3 - Ep3:.4f} eV")

print("positive off-diagonal pairs, open L=6, N=(3,3):")
print(f"  spin-blocked order: {positive_blocked}")
print(f"  site-interleaved order: {positive_mixed}")

print("full diagonalization at the stated t and U:")
cases = [("open", 6, 3, 3, open_bonds(6, t)),
         ("ring", 6, 3, 3, ring_bonds(6, t)),
         ("ring", 6, 3, 2, ring_bonds(6, t)),
         ("ring", 6, 2, 2, ring_bonds(6, t)),
         ("ring", 4, 2, 2, ring_bonds(4, t))]
for name, L, n_up, n_dn, bonds in cases:
    _, H = build(L, n_up, n_dn, bonds, U)
    E0, Ep = lowest_pair(H)
    print(f"  {name} L={L} N=({n_up},{n_dn}), {len(H)} determinants:")
    print(f"    E0 = {E0:.5f} eV, Ep = {Ep:.5f} eV, "
          f"gap = {abs(E0 - Ep):.5f} eV")

print(f"four-site ring gap: {ring4_gap / HARTREE_EV:.6f} hartree")
print(f"four-site ring decay time 1/gap: {1 / ring4_gap:.4f} 1/eV")
print(f"population time step: {step} 1/eV")
print(f"signed fraction at tau = {tau_a:.0f} 1/eV: {fraction_a:.4e}")
print(f"signed fraction at tau = {tau_b:.0f} 1/eV: {fraction_b:.4e}")
print(f"decay rate from populations: {measured_rate:.5f} eV")
print(f"U=0 gap, four-site ring N=(2,2): {free_gap(4, (2, 2)):.5f} eV")
for L, gap in large_gaps.items():
    print(f"U=0 gap, ring L={L}, N=({L // 2},{L // 2}): {gap:.5f} eV")
print(f"open L=4 N=(2,2), second-neighbour hopping {t2} eV:")
print(f"  gap = {second_neighbour_gap:.5f} eV")
print("finished without a failed check")
```

Output:

```
hopping t = 1.0 eV, repulsion U = 4.0 eV
open-chain cases tested: 344
ring sectors tested: 252
smallest gap of a frustrated ring sector: 0.18812 eV
allowed N of one spin, other spin absent:
  ring L=5, t=+1 eV: [0, 1, 3, 5]
  ring L=5, t=-1 eV: [0, 2, 4, 5]
  ring L=6, t=+1 eV: [0, 1, 3, 5, 6]
  ring L=6, t=-1 eV: [0, 1, 3, 5, 6]
three-site ring, two up electrons, basis {0,1},{0,2},{1,2}:
  H row (eV): +0.0 -1.0 +1.0
  H row (eV): -1.0 +0.0 -1.0
  H row (eV): +1.0 -1.0 +0.0
  E0 = -1.0000 eV, Ep = -2.0000 eV, gap = 1.0000 eV
positive off-diagonal pairs, open L=6, N=(3,3):
  spin-blocked order: 0
  site-interleaved order: 600
full diagonalization at the stated t and U:
  open L=6 N=(3,3), 400 determinants:
    E0 = -3.09257 eV, Ep = -3.09257 eV, gap = 0.00000 eV
  ring L=6 N=(3,3), 400 determinants:
    E0 = -3.66871 eV, Ep = -3.66871 eV, gap = 0.00000 eV
  ring L=6 N=(3,2), 300 determinants:
    E0 = -4.35495 eV, Ep = -4.70238 eV, gap = 0.34743 eV
  ring L=6 N=(2,2), 225 determinants:
    E0 = -4.69836 eV, Ep = -5.21735 eV, gap = 0.51899 eV
  ring L=4 N=(2,2), 36 determinants:
    E0 = -2.10275 eV, Ep = -2.72057 eV, gap = 0.61782 eV
four-site ring gap: 0.022704 hartree
four-site ring decay time 1/gap: 1.6186 1/eV
population time step: 0.002 1/eV
signed fraction at tau = 10 1/eV: 1.7812e-03
signed fraction at tau = 14 1/eV: 1.5070e-04
decay rate from populations: 0.61744 eV
U=0 gap, four-site ring N=(2,2): 1.65685 eV
U=0 gap, ring L=40, N=(20,20): 0.15716 eV
U=0 gap, ring L=80, N=(40,40): 0.07855 eV
open L=4 N=(2,2), second-neighbour hopping 0.3 eV:
  gap = 0.31593 eV
finished without a failed check
```
